**Dirac virial theorem and Hellmann–Feynman derivatives**

For a bound state of $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(r)$, the program tests $\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle=\langle rV'\rangle$ and, for $V=-Z/r$, $E=mc^2\langle\beta\rangle$. Here $m$ is the electron mass, $c$ the speed of light, $Z$ the nuclear charge, and $E$ the energy including the rest energy. The radial Dirac equation is diagonalized in a Laguerre basis, and four Coulomb levels at $Z=80$ are asserted to match the Sommerfeld energies. Finite-difference derivatives of the computed energies with respect to $m$ and $c$, and for the Coulomb 1s state also $Z$, are asserted to agree with the corresponding mean values. A Yukawa potential and an exponential well confirm the general theorem, while $E-c^2\langle\beta\rangle$ comes out as 1159.5 and −106.6 hartree at $m=1$. The program also asserts the finite-dilation overlap identity for the Coulomb and Yukawa 1s states at a scale factor of 1.5. At the two other scale factors tried, the Coulomb 1s energy is unchanged and the Yukawa energy is lower than that of the eigenstate. For $Z=10$ and 20, the $c$-derivative estimate of the relativistic 1s shift has relative errors of 0.27% and 1.08%.

## Numerical verification

```python
"""Dirac virial theorem and its Hellmann-Feynman form, tested numerically.

H = c alpha.p + beta m c^2 + V(r), Hartree atomic units, E with rest energy.
Claims for a bound state:
  <c alpha.p> = <r dV/dr>                       (any allowed central V)
  c dE/dc - 2 m dE/dm = <r dV/dr>               (V independent of m and c)
  E = m c^2 <beta>, also = m dE/dm              (V = -Z/r only)
Radial functions: P (large), Q (small), kappa = Dirac quantum number,
gamma = exponent of r at the origin, a = exponent of the Laguerre basis.
Energies come from matrix diagonalization, not from the claims tested.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln, roots_genlaguerre

C = 1.0 / constants.fine_structure
EV = constants.physical_constants["Hartree energy in eV"][0]
NBASIS, NQUAD = 40, 90


# A potential is (Coulomb strength at the origin, V(r), r dV/dr).
def coulomb(Z):
    return Z, lambda r: -Z / r, lambda r: Z / r


def yukawa(Z, mu):
    return (Z, lambda r: -Z * np.exp(-mu * r) / r,
            lambda r: Z * np.exp(-mu * r) * (1 / r + mu))


def exponential_well(depth, mu):
    return (0.0, lambda r: -depth * np.exp(-mu * r),
            lambda r: depth * mu * r * np.exp(-mu * r))


def laguerre(x, gamma):
    """Normalized Laguerre polynomials and their x-derivatives."""
    k = np.arange(NBASIS)[:, None]
    norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + 2 * gamma + 1)))
    poly = norm * eval_genlaguerre(k, 2 * gamma, x)
    lower = eval_genlaguerre(np.maximum(k - 1, 0), 2 * gamma + 1, x)
    return poly, -norm * np.where(k > 0, lower, 0.0)


def operators(kappa, pot, c, a):
    """Matrices of c alpha.p, V and r dV/dr in the (P, Q) basis."""
    gamma = np.sqrt(kappa**2 - (pot[0] / c)**2)
    x, w = roots_genlaguerre(NQUAD, 2 * gamma - 1)
    r = x / (2 * a)
    f, df = laguerre(x, gamma)
    D = 2 * a * (f * w) @ ((gamma + kappa - x / 2) * f + x * df).T
    zero = np.zeros_like(D)
    kinetic = c * np.block([[zero, D.T], [D, zero]])
    local = []
    for func in pot[1:]:
        block = (f * (w * x * func(r))) @ f.T
        local.append(np.block([[block, zero], [zero, block]]))
    return gamma, kinetic, local[0], local[1]


BETA = np.repeat([1.0, -1.0], NBASIS)


def solve(kappa, pot, m=1.0, c=C, a=70.0, near=None):
    """Lowest bound state, or the one nearest to the energy `near`.

    For kappa > 0 this basis has one spurious low root, so `near` is needed.
    """
    gamma, T, V, R = operators(kappa, pot, c, a)
    energies, vectors = eigh(T + V + np.diag(m * c**2 * BETA))
    if near is None:
        j = np.flatnonzero(energies > 0)[0]
    else:
        j = np.argmin(abs(energies - near))
    u = vectors[:, j]
    return dict(E=energies[j], u=u, gamma=gamma, a=a, kappa=kappa, pot=pot,
                beta=u @ (BETA * u), T=u @ T @ u, V=u @ V @ u, R=u @ R @ u,
                small=u[NBASIS:] @ u[NBASIS:])


def sommerfeld(n, kappa, Z):
    g = np.sqrt(kappa**2 - (Z / C)**2)
    return C**2 / np.sqrt(1 + (Z / C / (n - abs(kappa) + g))**2)


def log_derivative(func, h=2e-3):
    """d func(s)/ds at s = 1, i.e. q dE/dq when q is scaled by s."""
    return (8 * (func(1 + h) - func(1 - h))
            - func(1 + 2 * h) + func(1 - 2 * h)) / (12 * h)


def dilated_energy(s, lam):
    """<H> in the dilated state: same coefficients, exponent lam*a, m = 1."""
    _, T, V, _ = operators(s["kappa"], s["pot"], C, lam * s["a"])
    u = s["u"]
    return u @ (T + V) @ u + C**2 * s["beta"]


def radial(s, r):
    x = 2 * s["a"] * r
    shape = np.sqrt(2 * s["a"]) * x**s["gamma"] * np.exp(-x / 2)
    f = laguerre(x, s["gamma"])[0] * shape
    return s["u"][:NBASIS] @ f, s["u"][NBASIS:] @ f


def overlap_identity(s, lam):
    """Both sides of the finite-dilation identity, and the size of its terms."""
    t = np.linspace(np.log(1e-13), np.log(3.0), 4001)
    r, dt = np.exp(t), t[1] - t[0]
    P, Q = radial(s, r)
    Pl, Ql = (np.sqrt(lam) * y for y in radial(s, lam * r))
    large = (s["E"] - C**2) * np.sum(P * Pl * r) * dt
    small = (s["E"] + C**2) * np.sum(Q * Ql * r) * dt
    V = s["pot"][1]
    change = lam * V(lam * r) - V(r)
    right = np.sum((P * Pl + Q * Ql) * change * r) * dt
    return (lam - 1) * (large + small), right, abs((lam - 1) * large)


Z = 80.0
print(f"c = {C:.6f} a.u.; m = 1; c^2 = {C**2:.4f} hartree")
print(f"One-electron ion, point nucleus, Z = {Z:.0f}; hartree:")
states = {}
for name, n, kappa in [("1s1/2", 1, -1), ("2s1/2", 2, -1),
                       ("2p1/2", 2, 1), ("2p3/2", 2, -2)]:
    exact = sommerfeld(n, kappa, Z)
    s = states[name] = solve(kappa, coulomb(Z), near=exact)
    assert abs(s["E"] - exact) < 1e-6
    assert abs(s["T"] - s["R"]) < 1e-5
    assert abs(s["E"] - C**2 * s["beta"]) < 1e-5
    assert abs(s["E"] - C**2 + 2 * C**2 * s["small"]) < 1e-5
    print(f"{name}: E = {s['E']:.4f}, E-c^2 = {s['E'] - C**2:.4f}")
    print(f"  <beta> = {s['beta']:.8f}, c^2<beta> = {C**2 * s['beta']:.4f}")
    print(f"  <c alpha.p> = {s['T']:.4f}, <V> = {s['V']:.4f}")
    print(f"  small-component weight = {s['small']:.8f}")

ground = states["1s1/2"]
g = ground["gamma"]
print(f"1s: gamma = {g:.8f}, Z^2/gamma = {Z**2 / g:.4f} hartree")
print(f"1s: E-c^2 = {(ground['E'] - C**2) * EV:.1f} eV")
assert abs(ground["beta"] - g) < 1e-8
assert abs(ground["T"] - Z**2 / g) < 1e-5

# Derivatives of computed energies against mean values, Coulomb 1s.
dm = log_derivative(lambda q: solve(-1, coulomb(Z), m=q)["E"])
dc = log_derivative(lambda q: solve(-1, coulomb(Z), c=q * C)["E"])
dZ = log_derivative(lambda q: solve(-1, coulomb(q * Z))["E"])
assert abs(dm - C**2 * ground["beta"]) < 1e-4
assert abs(dc - ground["T"] - 2 * C**2 * ground["beta"]) < 1e-4
assert abs(dZ - ground["V"]) < 1e-4
assert abs(dm - ground["E"]) < 1e-4
assert abs(dc + dZ - 2 * ground["E"]) < 1e-4
assert abs(dc - 2 * C**2 * g - Z**2 / g) < 1e-4
print("1s finite-difference derivatives, hartree:")
print(f"  m dE/dm = {dm:.4f}, c dE/dc = {dc:.4f}")
print(f"  Z dE/dZ = {dZ:.4f}, c dE/dc + Z dE/dZ = {dc + dZ:.4f}")
print(f"  <c alpha.p> + 2c^2<beta> = "
      f"{ground['T'] + 2 * C**2 * ground['beta']:.4f}")

# Potentials that are not homogeneous of degree -1.
MU, DEPTH, MU_WELL = 20.0, 6000.0, 40.0
others = {}
for name, pot in [("Yukawa", yukawa(Z, MU)),
                  ("Well", exponential_well(DEPTH, MU_WELL))]:
    s = others[name] = solve(-1, pot)
    assert s["E"] < C**2 - 1.0
    om = log_derivative(lambda q: solve(-1, pot, m=q)["E"])
    oc = log_derivative(lambda q: solve(-1, pot, c=q * C)["E"])
    defect = s["E"] - C**2 * s["beta"]
    assert abs(s["T"] - s["R"]) < 1e-4
    assert abs(om - C**2 * s["beta"]) < 1e-3
    assert abs(oc - 2 * om - s["R"]) < 1e-3
    assert abs(defect - s["V"] - s["R"]) < 1e-4
    assert abs(defect) > 1.0
    if name == "Yukawa":
        print(f"Yukawa -Z exp(-mu r)/r, Z = {Z:.0f}, mu = {MU:.0f} /bohr:")
    else:
        print(f"Well -D exp(-mu r), D = {DEPTH:.0f} hartree, "
              f"mu = {MU_WELL:.0f} /bohr:")
    print(f"  E = {s['E']:.4f}, E-c^2 = {s['E'] - C**2:.4f} hartree")
    print(f"  <c alpha.p> = {s['T']:.4f}, <r V'> = {s['R']:.4f} hartree")
    print(f"  c^2<beta> = {C**2 * s['beta']:.4f}, <V> = {s['V']:.4f} hartree")
    print(f"  E - c^2<beta> = {defect:.4f} hartree")
    print(f"  m dE/dm = {om:.4f}, c dE/dc = {oc:.4f} hartree")
    print(f"  c dE/dc - 2m dE/dm = {oc - 2 * om:.4f} hartree")

# Finite dilation: overlap identity and energy of the dilated state.
LAM = 1.5
left, right, size = overlap_identity(ground, LAM)
assert abs(left) < 1e-6 * size and abs(right) < 1e-6 * size
print(f"Overlap identity, lambda = {LAM}, hartree:")
print(f"  Coulomb: |left| / |large part| < 1e-6, large part = {size:.4f}")
left, right, size = overlap_identity(others["Yukawa"], LAM)
assert abs(left - right) < 1e-6 * size and abs(right) > 1e-3 * size
print(f"  Yukawa: left = {left:.4f}, right = {right:.4f}")
print("Energy of the dilated 1s state minus c^2, hartree:")
for lam in (0.8, 1.0, 1.25):
    e_coul = dilated_energy(ground, lam)
    e_yuk = dilated_energy(others["Yukawa"], lam)
    assert abs(e_coul - ground["E"]) < 1e-5
    if lam != 1.0:
        assert e_yuk < others["Yukawa"]["E"] - 0.1
    print(f"  lambda = {lam:.2f}: Coulomb {e_coul - C**2:.4f}, "
          f"Yukawa {e_yuk - C**2:.4f}")
slope = log_derivative(lambda q: dilated_energy(others["Yukawa"], q))
assert abs(slope) < 1e-3

# Leading relativistic shift of 1s from the c-derivative, small Z/c.
print("Weak field, 1s: shift from -Z^2/2 and -(c/2) d(E-c^2)/dc, hartree:")
deviation = []
for z in (10.0, 20.0):
    def binding(q):
        return solve(-1, coulomb(z), c=q * C, a=0.8 * z)["E"] - (q * C)**2
    shift = binding(1.0) + z**2 / 2
    estimate = -0.5 * log_derivative(binding)
    deviation.append(estimate / shift - 1)
    assert abs(deviation[-1] / (z**2 / (2 * C**2)) - 1) < 0.05
    print(f"  Z = {z:.0f}: {shift:.6f}, {estimate:.6f}, "
          f"relative error {deviation[-1]:.5f}")
assert abs(deviation[1] / deviation[0] - 4) < 0.15

print("every check passed")
```

Output:

```
c = 137.035999 a.u.; m = 1; c^2 = 18778.8651 hartree
One-electron ion, point nucleus, Z = 80; hartree:
1s1/2: E = 15246.6730, E-c^2 = -3532.1921
  <beta> = 0.81190599, c^2<beta> = 15246.6730
  <c alpha.p> = 7882.6861, <V> = -7882.6861
  small-component weight = 0.09404701
2s1/2: E = 17874.0173, E-c^2 = -904.8478
  <beta> = 0.95181563, c^2<beta> = 17874.0173
  <c alpha.p> = 2070.4341, <V> = -2070.4341
  small-component weight = 0.02409219
2p1/2: E = 17874.0173, E-c^2 = -904.8478
  <beta> = 0.95181563, c^2<beta> = 17874.0173
  <c alpha.p> = 2070.4341, <V> = -2070.4341
  small-component weight = 0.02409219
2p3/2: E = 17961.0576, E-c^2 = -817.8075
  <beta> = 0.95645064, c^2<beta> = 17961.0576
  <c alpha.p> = 1672.8516, <V> = -1672.8516
  small-component weight = 0.02177468
1s: gamma = 0.81190599, Z^2/gamma = 7882.6861 hartree
1s: E-c^2 = -96115.8 eV
1s finite-difference derivatives, hartree:
  m dE/dm = 15246.6730, c dE/dc = 38376.0320
  Z dE/dZ = -7882.6861, c dE/dc + Z dE/dZ = 30493.3460
  <c alpha.p> + 2c^2<beta> = 38376.0320
Yukawa -Z exp(-mu r)/r, Z = 80, mu = 20 /bohr:
  E = 16614.6031, E-c^2 = -2164.2619 hartree
  <c alpha.p> = 7398.2832, <r V'> = 7398.2832 hartree
  c^2<beta> = 15455.1415, <V> = -6238.8216 hartree
  E - c^2<beta> = 1159.4617 hartree
  m dE/dm = 15455.1415, c dE/dc = 38308.5662 hartree
  c dE/dc - 2m dE/dm = 7398.2832 hartree
Well -D exp(-mu r), D = 6000 hartree, mu = 40 /bohr:
  E = 17733.3023, E-c^2 = -1045.5627 hartree
  <c alpha.p> = 1906.3352, <r V'> = 1906.3352 hartree
  c^2<beta> = 17839.9070, <V> = -2012.9398 hartree
  E - c^2<beta> = -106.6046 hartree
  m dE/dm = 17839.9070, c dE/dc = 37586.1491 hartree
  c dE/dc - 2m dE/dm = 1906.3352 hartree
Overlap identity, lambda = 1.5, hartree:
  Coulomb: |left| / |large part| < 1e-6, large part = 1516.5667
  Yukawa: left = 550.6915, right = 550.6915
Energy of the dilated 1s state minus c^2, hartree:
  lambda = 0.80: Coulomb -3532.1921, Yukawa -2172.7345
  lambda = 1.00: Coulomb -3532.1921, Yukawa -2164.2619
  lambda = 1.25: Coulomb -3532.1921, Yukawa -2173.2849
Weak field, 1s: shift from -Z^2/2 and -(c/2) d(E-c^2)/dc, hartree:
  Z = 10: -0.066742, -0.066920, relative error 0.00267
  Z = 20: -1.076523, -1.088175, relative error 0.01082
every check passed
```
